Pressure for Maximum Townsend Avalanche Gain at Fixed Voltage and Gap

**Choosing the pressure**

When the supply voltage and electrode spacing of a gas gap are already set, a calculation must still choose the pressure at which to operate, or around which to centre a scan. If the ionization coefficient has the Townsend form, that choice needs no search: the avalanche gain is largest when E/p equals the coefficient B. What follows derives this pressure and the gain there, and shows when the rule must be replaced.

**Model and conventions**

Two plane electrodes are separated by a distance d and hold a voltage V. Before space charge matters, the field magnitude is uniform:

E = V/d.

Let x be the distance from the cathode and N(x) the mean number of electrons crossing the plane at x. The coefficient α is the number of ionizations per electron per unit length along the field, taken as

α = A p exp(−Bp/E),

where p is pressure and A and B are positive constants for a given gas. With p in Torr and lengths in cm, A has the unit 1/(cm Torr) and B has the unit V/(cm Torr). The symbol e denotes the base of natural logarithms.

The derivation assumes that α depends on the local field alone, that the gas temperature is fixed, and that attachment, recombination and side losses are negligible. Pressure varies while V and d, and therefore E, stay fixed.

**From the electron balance to the optimum**

In a thickness dx, each electron produces α dx new electrons on average, so

dN/dx = αN.

Since α is uniform across the gap, dividing by N and integrating from 0 to d gives

ln[N(d)/N(0)] = αd.

The mean gain of a single avalanche is therefore

G = N(d)/N(0) = exp(αd).

The exponential increases with its argument and d is fixed, so the pressure that maximizes α also maximizes G. By the product rule,

dα/dp = A exp(−Bp/E) + A p (−B/E) exp(−Bp/E)
= A exp(−Bp/E) (1 − Bp/E).

The factor in front of the bracket is positive. The derivative is thus positive for p < E/B, zero at p = E/B and negative for p > E/B. This sign change makes the stationary point the single global maximum of the Townsend expression over positive pressure. The condition is

E/p = B,

or, as an operating pressure,

p* = V/(Bd).

A second differentiation gives

d²α/dp² = A exp(−Bp/E) [−(B/E)(1 − Bp/E) − B/E].

At p* the first term in the bracket vanishes and the exponential equals 1/e, leaving −AB/(eE), which is negative as a maximum requires.

Substituting p* = E/B into α gives

α* = A(E/B) exp(−1) = AE/(eB).

Multiplying by d and using Ed = V,

ln G* = AV/(eB).

The gap has cancelled. Within this model, changing the gap at fixed voltage moves the best pressure but leaves the best gain unchanged, provided the pressure is readjusted.

**What is held fixed**

The rule answers a question about pressure at fixed V and d. Writing the gain exponent as

αd = A(pd) exp[−B(pd)/V]

shows that at fixed V it depends on the product pd alone. Varying the gap at fixed pressure therefore gives the same condition, pd = V/B.

Varying the voltage at fixed p and d is different. Then

dα/dE = A p (Bp/E²) exp(−Bp/E),

which is positive for every finite E > 0. The gain rises steadily with voltage, and E/p = B marks no maximum of gain in that scan.

**Cost of a wrong pressure**

Let u = p/p*. Since Bp/E = u, the gain exponent is

ln G = A u p* d exp(−u).

From the optimum, A p* d = e ln G*, so

ln G = ln G* · u exp(1 − u).

To find the behaviour near the peak, let s = ln u, for which d/ds = u d/du. The first derivative is

d(ln G)/ds = ln G* · (u − u²) exp(1 − u).

Applying u d/du again gives

d²(ln G)/ds² = ln G* · u(1 − 3u + u²) exp(1 − u).

At u = 1 this equals −ln G*. To second order in s,

ln G ≈ ln G* (1 − s²/2).

A small pressure error thus costs gain in second order. An error in a coefficient used to predict the gain enters in first order, because ln G* is proportional to A/B. An error in B also shifts the predicted p* in first order, but operating at that slightly wrong pressure lowers the gain only in second order.

**Physical meaning of the maximum**

A simple free-path picture produces the Townsend form. Suppose an electron starts from rest after every collision, moves along the field, and ionizes at its next collision if it has gained at least a threshold voltage U. It must then travel at least U/E. For exponentially distributed free paths with mean λ, the probability of this is

∫ from U/E to ∞ of (1/λ) exp(−s/λ) ds = exp[−U/(Eλ)],

where s is here the length of a path. Each path has mean length λ, so the number of ionizations per length travelled is

(1/λ) exp[−U/(Eλ)].

Comparison with α gives 1/λ = Ap and U/λ = Bp, hence U = B/A. At E/p = B,

λ = 1/(Ap) = B/(AE) = U/E.

The mean free path equals the distance needed to reach the threshold. At lower pressure collisions are too infrequent; at higher pressure too few electrons gain enough energy between them.

This picture motivates the formula but does not derive α for a real gas. Electrons do not lose all their energy at each collision. The rate above is also an average along single paths, whereas in a growing avalanche every new electron starts from rest. An ionization at x then requires an electron that crossed x − U/E and has not collided since, so for x > U/E the picture gives

dN/dx = α N(x − U/E)

instead of dN/dx = αN. At fixed E the delay U/E is fixed, so the gain still peaks where α does, but it is smaller: about 9 instead of 25.7 at the best pressure of the nitrogen example below. The picture therefore explains the position of the maximum, not the size of the gain. A and B are fitted coefficients, and B/A need not equal the ionization potential.

**Cathode feedback and breakdown**

Let γ be the mean number of electrons released at the cathode per positive ion produced in the gap. An avalanche started by one electron produces G − 1 ions, which release γ(G − 1) new electrons. Each of these starts another avalanche. The number of electrons reaching the anode per externally supplied electron is

M = G{1 + γ(G − 1) + [γ(G − 1)]² + …}.

For γ(G − 1) < 1 the geometric series gives

M = G/[1 − γ(G − 1)].

With γ constant, the quotient rule gives

dM/dG = {1 − γ(G − 1) + γG}/[1 − γ(G − 1)]²
= (1 + γ)/[1 − γ(G − 1)]²,

which is positive. Below breakdown, M and G therefore peak at the same pressure.

Breakdown occurs at γ(G − 1) = 1, or αd = K with

K = ln(1 + 1/γ).

Inserting α and solving for the voltage,

V = B pd/ln(A pd/K), for A pd > K.

Set y = A pd/K, so that V = (BK/A) y/ln y. Then

dV/dy = (BK/A)(ln y − 1)/(ln y)².

The derivative changes from negative to positive at y = e, which gives the Paschen minimum:

(pd)_min = eK/A,
V_min = eBK/A.

Their ratio is E/p = B, the same condition as before. The reason is that V_min is the voltage at which the largest available αd, namely AV/(eB), just reaches K.

Below V_min, this model gives no breakdown at any pressure. Above V_min, αd exceeds K over a pressure interval containing p*. Inside that interval the generation sum diverges, although its closed formula returns a finite negative number. An implementation must therefore test γ(G − 1) < 1 before evaluating M. The single-avalanche gain still peaks at p*, but it no longer describes a steady current.

**Tabulated coefficients and other laws**

Suppose that α = p f(X), with X = E/p. At fixed E, p = E/X and

α = E f(X)/X.

Setting the derivative of ln α with respect to ln X to zero gives

d(ln f)/d(ln X) = 1.

The point is a maximum if this logarithmic slope falls through 1 as X increases. For the Townsend law, ln f = ln A − B/X, the slope is B/X, and X = B follows.

The alternative form α = A p exp[−C(p/E)^(1/2)] has slope (C/2)X^(−1/2), so its optimum is

E/p = C²/4.

If C² = B, the optimum lies at B/4. Numerical maximization for this case gives (E/p)/B = 0.250. The condition E/p = B thus belongs to the Townsend form. For tabulated data, the slope criterion should be applied directly, and a fit must reproduce the slope near the optimum as well as the value of α.

**Worked example: a nitrogen gap**

Take V = 250 V, d = 0.5 cm and a gas temperature of 300 K. Rough coefficients for nitrogen are A = 12 1/(cm Torr) and B = 340 V/(cm Torr), used for E/p from roughly 100 to 600 V/(cm Torr). The field and best pressure are

E = 250/0.5 = 500 V/cm,
p* = 500/340 = 1.47 Torr = 196 Pa.

Numerical maximization of the gain, with the avalanche equation integrated at each pressure, gives the same pressure. The optimum lies inside the fit range, which at this field covers 0.83 to 5.00 Torr. The gain follows from

ln G* = 12 × 250/(e × 340) = 3.25,
G* = 25.7.

At twice the best pressure the gain falls to 10.9. At half the best pressure the formula gives 14.5, but there E/p is 680 V/(cm Torr), outside the fit range, so that value is an extrapolation.

For |s| = 0.1 the quadratic approximation lowers the gain by about 1.6 per cent. The full expression gives a loss of 1.5 per cent at 10 per cent above p* and 1.7 per cent at 10 per cent below it. By contrast, raising B itself by 10 per cent lowers ln G* from 3.25 to 2.95, and the predicted best gain by about 26 per cent.

The ionization rate along single paths in the free-path picture was sampled with one million random paths at each of three pressures. It gave 5.35, 6.49 and 4.78 1/cm at 0.5, 1 and 2 times p*, in agreement with the formula for α and highest at p*. This samples the rate, not the gain of a growing avalanche. Its threshold, B/A = 28.3 V, differs clearly from the rough ionization potential of nitrogen, 15.6 V, as a fitted parameter may.

For a rough cathode yield γ = 0.01, the feedback factor is γ(G* − 1) = 0.247, so

M = 25.7/(1 − 0.247) = 34.1.

The Paschen minimum for this yield is 355 V at pd = 1.05 Torr cm. The chosen 250 V lies below it.

**Size of the neglected effects**

*Gas temperature.* Collisions depend on number density, not on pressure alone. If A and B refer to gas at T₀, a gas at T has the equivalent pressure pT₀/T, and the optimum becomes

p* = (T/T₀) V/(Bd).

Heating the example from 300 to 400 K raises the best pressure from 1.47 to 1.96 Torr, an increase of one third. The shift is proportional to the temperature rise: a rise of about 19 K already moves p* by 6 per cent, as much as the largest of the other shifts estimated below. The example takes T₀ = 300 K; if the coefficients refer instead to 293 K or 273 K, p* at 300 K is higher by 2.4 or 9.8 per cent, so the reference temperature of a table must be checked.

*Start-up distance.* An electron released at rest needs at least 15.6/500 = 0.031 cm to gain the ionization energy, or 6.2 per cent of the gap. If ionization starts after a constant delay voltage V₀, the exponent becomes

α(d − V₀/E) = αd(1 − V₀/V).

The extra factor does not depend on pressure, so p* is unchanged. With V₀ = 15.6 V the gain falls from 25.7 to 21.0. Energy losses on the way would lengthen the delay. In a trial where the delay voltage is proportional to pressure and equals 15.6 V at p*, the best pressure falls by 6.2 per cent, to 1.38 Torr.

The local-field assumption is itself approximate here. With a rough collision cross section of 10⁻¹⁵ cm², the kinetic free path is 0.021 cm, or 4.2 per cent of the gap, and an electron moving along the field gains 10.6 V over it. That is not small compared with the ionization potential, so both the gain and the best pressure should be read as estimates.

*Field-dependent cathode yield.* Let γ vary as (E/p)^(1/2), with the value 0.01 at p*. With s = ln(p/p*), dγ/ds = −γ/2. Let L = ln G. Differentiating ln M = L − ln[1 − γ(G − 1)], setting the result to zero and multiplying by 1 − γ(G − 1) gives

(1 + γ) dL/ds = γ(G − 1)/2.

Near the peak dL/ds ≈ −s ln G*, so

s ≈ −γ(G* − 1)/[2(1 + γ) ln G*]
= −0.247/(2 × 1.01 × 3.25) = −0.038.

Direct maximization gives a shift of −3.8 per cent, to 1.41 Torr. This applies to the total gain M; the peak of G does not move.

*Space charge.* Let j be the total current density and v the ion speed. The ion current cannot exceed j, so the ion charge density is at most j/v. Gauss's law then limits the ion-induced field variation across the gap to

ΔE ≤ jd/(ε₀v).

A seed current of 1 nA/cm² gives j = 34.1 nA/cm² after multiplication. With a rough ion speed of 10⁵ cm/s, the limit is 0.39 per cent of the applied field. It grows in proportion to the seed current at fixed M, so the uniform-field result cannot be carried over to large currents.

**Relation to a real processing gap**

A pressure near 1 Torr is within the range used for plasma processing, although many reactors have gaps wider than 0.5 cm. One insecure input is γ, which depends on the cathode material and its surface condition. In this example γ(G* − 1) reaches 1 when γ is about 0.04, so a cathode about four times as emissive would bring the gap to breakdown at 250 V. Measured minimum breakdown voltages in nitrogen depend on the cathode and can also lie near 250 V, below the 355 V calculated with γ = 0.01. The example should therefore be treated as marginal, not as safely below breakdown.

Once a direct-current glow is established, space charge concentrates much of the voltage near the cathode and the uniform-field assumption fails. If most of the voltage fell across a layer of thickness h, replacing d by h in p* would raise the estimate by a factor d/h. Even that is only a scale estimate, because the field inside the layer is not uniform. The rule is suited to weak currents before breakdown and to a first choice of ignition pressure. If the cathode yield varies with E/p, the pressure of easiest ignition shifts away from p*, and the breakdown condition should be solved with that yield. The rule does not fix the best pressure of a running glow.

**Use in a calculation**

For a gas described by the Townsend form, compute p* = V/(Bd), correct it for gas temperature, and confirm that B lies inside the fitted range of E/p. Evaluate ln G first and take the exponential only if the result fits the number range, since a large gain can overflow. Then check γ(G − 1) before using the feedback formula. If B lies outside the fitted range, the formula's maximum is an extrapolation, and the slope criterion should be applied to coefficients that cover the required fields. The program prints the main values of the example.

Numbers as computed

```
A (rough, nitrogen) = 12 1/(cm Torr)
B (rough, nitrogen) = 340 V/(cm Torr)
voltage = 250 V
gap = 0.5 cm
gas temperature = 300 K
field = 500 V/cm
best pressure, formula = 1.4706 Torr
best pressure, numerical = 1.4706 Torr
best pressure, converted = 196.1 Pa
alpha at best pressure = 6.492 1/cm
ln G at best pressure = 3.2460
gain G at best pressure = 25.69
gain at half best pressure = 14.52
gain at double best pressure = 10.89
curvature of ln G in ln p = -3.246
rough fit range of E/p = 100 to 600 V/(cm Torr)
fit range in p = 0.83 to 5.00 Torr
free-path threshold B/A = 28.33 V
model free path 1/(A p) = 0.0567 cm
sampled alpha at 0.5 p_best = 5.35 1/cm
sampled alpha at 1.0 p_best = 6.49 1/cm
sampled alpha at 2.0 p_best = 4.78 1/cm
cathode yield gamma (rough) = 0.01
feedback gamma(G-1) = 0.247
total gain with feedback = 34.11
Paschen minimum voltage = 355.4 V
p d at Paschen minimum = 1.045 Torr cm
E/p at Paschen minimum = 340.0 V/(cm Torr)
square-root law, optimum (E/p)/B = 0.250
ionization potential (rough) = 15.6 V
start-up distance = 0.0312 cm
start-up distance / gap = 6.2 %
gain with constant delay = 20.98
best p, constant delay = 1.471 Torr
best p, delay voltage ~ p = 1.379 Torr
shift, delay voltage ~ p = -6.2 %
best p, gamma ~ sqrt(E/p) = 1.414 Torr
shift, gamma ~ sqrt(E/p) = -3.8 %
cross section (rough) = 1.0e-15 cm2
gas density at best p = 4.734e+16 1/cm3
kinetic free path = 0.0211 cm
kinetic free path / gap = 4.2 %
voltage gained per kinetic free path = 10.6 V
seed current density = 1.0 nA/cm2
ion speed (rough) = 1.0e+05 cm/s
collected current density = 34.1 nA/cm2
space-charge field / applied field = 0.39 %
hot gas temperature = 400 K
best pressure in hot gas = 1.961 Torr
```
